# Density and potential at the edge of a collisionless presheath

## The problem

A steady plasma fills the space between two parallel absorbing walls and is symmetric about the midplane $x=0$. Electrons at temperature $T_e$ ionize the gas throughout the volume. Each new ion is singly charged, has mass $M$, starts at rest and collides with nothing on its way to the wall. Between the midplane and a thin sheath at the wall lies the presheath, where the electron and ion densities are nearly equal. The sheath begins where the ions have reached the Bohm speed

$$c_s=\sqrt{kT_e/M}.$$

The midplane density is $n_0$ and the potential there is $\phi(0)=0$. Treat the ions at each position as a stream with a single speed $u(x)$.

1. Find the density $n_s$ at the sheath edge and the potential drop from the midplane to the edge.
2. Evaluate both, with the ion current density, for argon with $kT_e=8$ eV and $n_0=10^{11}\ \mathrm{cm^{-3}}$.

## A tempting solution

The ions start at rest and do not collide, so energy conservation seems to give their speed at once:

$$\tfrac12Mu^2=-e\phi .$$

At the edge $u=c_s$, so $-e\phi_s=\tfrac12Mc_s^2=\tfrac12kT_e$. For 8 eV electrons the drop would be 4 V. Electrons in Boltzmann balance have $n=n_0\exp(e\phi/kT_e)$, and therefore

$$n_s=n_0e^{-1/2}=0.61\,n_0 .$$

## Where it fails

The first equation holds for an ion born at the midplane. To see how many such ions there are, look at the ion flux $nu$. At the midplane $u=0$ while $n=n_0$ is finite, so the flux there is zero. At the edge it is $n_sc_s$. Every ion in that flux was therefore born between the midplane and the edge, at a place where the potential had already fallen. It gained less energy than the full drop would give.

The equations of the ion stream show the same fault. Let $S(x)>0$ be the number of ions created per unit volume and time. In a steady state, what is created in a slab must flow out of it:

$$\frac{d(nu)}{dx}=S. \tag{1}$$

Momentum is balanced in the same slab. The flow carries momentum at the rate $Mnu^2$ per unit area, the field $E=-d\phi/dx$ exerts the force $neE$ per unit volume, and new ions bring no momentum because they start at rest:

$$\frac{d(Mnu^2)}{dx}=neE. \tag{2}$$

Now expand the left side of (2) as $Mu\,d(nu)/dx+Mnu\,du/dx$, replace the first derivative by $S$, and divide by $n$:

$$Mu\frac{du}{dx}=eE-\frac{MuS}{n}
\quad\Longrightarrow\quad
\frac{d}{dx}\left(\tfrac12Mu^2+e\phi\right)=-\frac{MuS}{n}<0 .$$

The sum that the tempting solution held constant falls all the way to the edge. The last term acts as a drag: the stream's mean speed is lowered by ions that join it at rest. Energy is not destroyed in the real plasma; an ion's own energy is conserved from its own birthplace. What fails is the use of one birthplace for all ions.

## The right solution: momentum

Equation (2) does not contain $S$, which makes momentum the convenient quantity. The electrons supply the electric force. They are light, so their inertia is neglected, and they are taken to be isothermal. Their pressure gradient then balances the force of the field on their negative charge:

$$-kT_e\frac{dn}{dx}-neE=0
\quad\Longrightarrow\quad
neE=-kT_e\frac{dn}{dx}. \tag{3}$$

The density falls towards the wall, so $E$ points towards the wall and accelerates the ions outward, as it should. Quasi-neutrality allows the same $n$ in (2) and (3). Substituting (3) in (2) gives

$$\frac{d}{dx}\left(Mnu^2+nkT_e\right)=0 .$$

The bracket is constant. At the midplane $u=0$ and $n=n_0$, so its value is $n_0kT_e$. Dividing by $kT_e$ and writing $m=u/c_s$,

$$n(1+m^2)=n_0
\quad\Longrightarrow\quad
\frac{n}{n_0}=\frac{1}{1+m^2}. \tag{4}$$

Electron pressure is handed over to ion momentum flux as the plasma flows outward. At the edge $m=1$, and the two share the original pressure equally:

$$\boxed{n_s=\tfrac12n_0}$$

Integrating (3) with $E=-d\phi/dx$ gives $e\,d\phi=kT_e\,dn/n$, that is, the Boltzmann relation $e\phi=kT_e\ln(n/n_0)$. Hence

$$\boxed{-\phi_s=\frac{kT_e}{e}\ln2=0.69\,\frac{kT_e}{e}}$$

The source $S(x)$ has dropped out. Its shape affects where a given speed is reached, but not the density or potential that goes with that speed.

## Why the edge lies at the Bohm speed

The problem supplied the condition $u=c_s$, but it can be derived. By (4) the ion flux is

$$nu=n_0c_s\frac{m}{1+m^2}. \tag{5}$$

Differentiate and use (1):

$$n_0c_s\frac{1-m^2}{(1+m^2)^2}\frac{dm}{dx}=S
\quad\Longrightarrow\quad
\frac{dm}{dx}=\frac{S}{n_0c_s}\frac{(1+m^2)^2}{1-m^2}.$$

Starting from $m=0$, the speed rises, and its slope becomes infinite as $m\to1$. The flux (5) has then reached its maximum, $n_0c_s/2$, while a positive source demands that it go on rising. The quasi-neutral solution can go no further, so it provides $u_s\le c_s$.

The sheath provides the opposite inequality. It is thin, so few ions are born in it, and there energy conservation for the stream is justified. Let the potential lie below its edge value by a small amount $\psi kT_e/e$. Then $u^2=u_s^2+2c_s^2\psi$. With constant flux, and to first order in $\psi$,

$$n_i=n_s\left(1+\frac{2c_s^2\psi}{u_s^2}\right)^{-1/2}\approx n_s\left(1-\frac{c_s^2}{u_s^2}\psi\right),
\qquad
n_e=n_se^{-\psi}\approx n_s(1-\psi).$$

A sheath whose potential falls steadily to the wall needs $n_i\ge n_e$, which requires $u_s\ge c_s$. Both conditions are met at $u_s=c_s$.

Equations (1) to (3) were also integrated numerically, without assuming the Bohm speed, until $x$ could advance no further. With $x$ in units of a length $\ell$ and $S$ in units of $n_0c_s/\ell$, the sources were $S=1$, $S=n/n_0$ and $S=0.2+5x^2$. All three runs ended at $u/c_s=1.000000$, $n_s/n_0=0.500000$ and a drop of $0.693147\,kT_e/e$.

## How the drop is spread over the plasma

For a definite profile, let ionization follow the electron density, $S=\nu n$ with constant frequency $\nu$. Inserting $n=n_0/(1+m^2)$ in the equation for $dm/dx$ gives

$$\frac{\nu}{c_s}\,dx=\frac{1-m^2}{1+m^2}\,dm=\left(\frac{2}{1+m^2}-1\right)dm
\quad\Longrightarrow\quad
\frac{\nu x}{c_s}=2\arctan m-m. \tag{6}$$

At $m=1$ this gives the distance from midplane to edge,

$$L=\left(\frac{\pi}{2}-1\right)\frac{c_s}{\nu}=0.571\,\frac{c_s}{\nu}.$$

Halfway to the edge, (6) gives $m=0.303$. The drop up to there is $\ln(1+m^2)=0.088$ in units of $kT_e/e$, about 13% of the total. Most of the potential change lies in the outer half.

Near the midplane $m$ is small and $-e\phi/kT_e=\ln(1+m^2)\approx m^2$. The tempting solution would give $m^2/2$. Twice that drop is needed because the field must also bring newly born ions up to the speed of the stream.

## Where the energy goes

At the edge an ion in the stream has directed energy $\tfrac12kT_e$, less than the full drop of $0.69\,kT_e$. The fair comparison is with the mean work done by the field on an ion between its birth and the edge. Let $\eta=-e\phi/kT_e=\ln(1+m^2)$, so that $d\eta=2m\,dm/(1+m^2)$. The field does work on the ions, per unit area and time, equal to

$$\int nu\,kT_e\,d\eta=2n_0c_skT_e\int_0^1\frac{m^2}{(1+m^2)^2}dm
=2n_0c_skT_e\left[\frac{\arctan m}{2}-\frac{m}{2(1+m^2)}\right]_0^1 .$$

The bracket equals $\pi/8-1/4$. Dividing by the edge flux $n_0c_s/2$, the mean work per ion is

$$4\left(\frac{\pi}{8}-\frac14\right)kT_e=\left(\frac{\pi}{2}-1\right)kT_e=0.571\,kT_e .$$

Directed motion accounts for $0.500\,kT_e$. The remaining $0.071\,kT_e$ has no place in a model with one speed. The model loses it as each new ion is brought up to the speed of the stream, as in an inelastic collision. When each ion keeps its own speed, no energy is lost: ions born at different places pass a given point at different speeds, and this spread carries energy besides that of the mean motion. Its amount need not equal the $0.071\,kT_e$ found here, because the edge values also change.

## What the single speed costs

Being created at rest does not make the ions at a given place equally fast. The factor $\tfrac12$ therefore belongs to the one-speed model. The same plasma can be solved with each ion keeping its own speed.

Let $g(\eta')\,d\eta'$ be the number of ions born per unit area and time between $\eta'$ and $\eta'+d\eta'$. At $\eta$ they have speed $c_s\sqrt{2(\eta-\eta')}$. Density is flux divided by speed, so quasi-neutrality reads

$$n_0e^{-\eta}=\int_0^\eta\frac{g(\eta')\,d\eta'}{c_s\sqrt{2(\eta-\eta')}} .$$

Multiply by $\sqrt2\,c_s/\sqrt{\zeta-\eta}$ and integrate over $\eta$ from 0 to $\zeta$. On the right, exchange the order of integration and use

$$\int_{\eta'}^{\zeta}\frac{d\eta}{\sqrt{(\zeta-\eta)(\eta-\eta')}}=\pi .$$

On the left, put $\eta=\zeta-t^2$. The result is the ion flux at $\zeta$:

$$\int_0^\zeta g\,d\eta'=\frac{2\sqrt2}{\pi}\,n_0c_s\,D(\sqrt\zeta),\qquad D(y)=e^{-y^2}\int_0^ye^{t^2}dt .$$

As before, the flux must rise outward, so the edge is the maximum of $D$, where $D'(y)=1-2yD(y)=0$. Numerically this gives a drop of $0.854\,kT_e/e$, a density $n_s=0.426\,n_0$ and a flux of $0.487\,n_0c_s$.

Momentum conservation is not at fault. With a spread of speeds it reads $n(M\langle v^2\rangle+kT_e)=n_0kT_e$, and the kinetic edge has $\langle v^2\rangle=1.349\,c_s^2$, so

$$\frac{n_s}{n_0}=\frac{1}{1+1.349}=0.426 .$$

The spread itself is modest: the mean speed is $1.144\,c_s$, which leaves a variance of $1.349-1.144^2\approx0.04$ in units of $c_s^2$. The larger change is that the edge is reached at a higher mean speed. Relative to the kinetic values, the one-speed model gives a density 17% too high and a drop 19% too small. Its flux is only 2.6% too high, because the lower kinetic density is nearly offset by the higher mean speed.

## The argon case

The given values are roughly those of a low-pressure inductive source of the kind used for broad-beam ion milling. Take also a distance $L=5$ cm from midplane to edge, a pressure of 0.2 mTorr and gas at 400 K. The ion mass is 39.95 u, so

$$c_s=\sqrt{\frac{8\ \mathrm{eV}}{39.95\ \mathrm{u}}}=4.40\times10^5\ \mathrm{cm/s}.$$

The answers to the second question are

$$n_s=\tfrac12\times10^{11}=5.0\times10^{10}\ \mathrm{cm^{-3}},\qquad
-\phi_s=0.693\times8\ \mathrm{V}=5.5\ \mathrm{V},$$

$$j=en_sc_s=(1.60\times10^{-19}\ \mathrm{C})(5.0\times10^{10}\ \mathrm{cm^{-3}})(4.40\times10^5\ \mathrm{cm/s})=3.5\ \mathrm{mA/cm^2}.$$

The tempting solution would have given 4 V and, with $0.607$ in place of $0.500$, a current density about 21% higher. The profile (6) requires an ionization frequency $\nu=0.571\,c_s/L=5.0\times10^4\ \mathrm{s^{-1}}$. Here $T_e$ is an input; it has not been calculated from the ionization balance.

## Collisions, and the limits of the answer

Suppose that ions lose their momentum to the gas after a mean free path $\lambda$ that does not depend on speed. The right side of (2) gains the term $-Mnu^2/\lambda$. It contains no derivative, so the slopes still diverge at $u=c_s$. Integrating the momentum balance to that point gives

$$2n_s=n_0-\frac1\lambda\int_0^Lnm^2\,dx .$$

For weak drag the integral can be taken along the collisionless profile (6), using $n=n_0/(1+m^2)$:

$$\int_0^L\frac{n}{n_0}m^2dx=\frac{c_s}{\nu}\int_0^1\frac{m^2(1-m^2)}{(1+m^2)^2}dm
=\frac{c_s}{\nu}\int_0^1\left[-1+\frac{3}{1+m^2}-\frac{2}{(1+m^2)^2}\right]dm .$$

Since $\int_0^1(1+m^2)^{-2}dm=\pi/8+1/4$, the last integral is $\pi/2-3/2=0.0708$. Dividing by $L\nu/c_s=0.571$ leaves $0.124$, and to first order in $L/\lambda$

$$\frac{n_s}{n_0}\approx\frac12\left(1-0.124\,\frac L\lambda\right).$$

The example has a gas density of $4.83\times10^{12}\ \mathrm{cm^{-3}}$. With a rough cross-section of $10^{-14}\ \mathrm{cm^2}$ for momentum loss, $\lambda=20.7$ cm and $L/\lambda=0.24$. The estimate gives $n_s=0.485\,n_0$; the full integration with drag gives $0.486\,n_0$ and a drop of 5.8 V. At 2 mTorr, with length, gas temperature and cross-section held fixed, $L/\lambda$ would be 2.4 and the collisionless answer would no longer apply.

Of the effects sized here for this source, the spread of ion speeds moves the edge density and the potential drop most. The kinetic solution gives 6.8 V, $4.3\times10^{10}\ \mathrm{cm^{-3}}$ and $3.4\ \mathrm{mA/cm^2}$. These figures assume that ions do not collide with one another. At this density that is doubtful: by a rough estimate, an ion born a quarter of the way from midplane to edge has a few Coulomb collisions with other ions before it reaches the edge. Such collisions conserve the ions' total momentum but change the spread of their speeds, so the kinetic figures are the collision-free limit, not values for this source. In the opposite limit, frequent collisions share the spread among all three directions and the ions behave as an ideal gas. The balances of number, momentum and energy (without heat conduction) then give about $0.48\,n_0$ and 5.9 V. That shift is roughly a quarter of the kinetic one and only slightly larger than the shift from gas drag. Charge separation matters little, since the midplane Debye length is 66 μm against 5 cm: with Poisson's equation included, the point $u=c_s$ has $n_e=0.499\,n_0$, $n_i=0.501\,n_0$ and a drop of 5.6 V. The gas temperature is 0.4% of $T_e$, so starting the ions at rest is a good approximation. If the wall floats, the electron loss must equal the ion loss. About 0.9% of the electrons reaching the sheath edge are then lost, a small departure from Boltzmann balance. A real chamber also has side walls, and its electrons need not be Maxwellian; neither effect has been sized here. The numerical output below lists the values used.

## Table of computed values

```
FLUID EDGE, marched for three source shapes
uniform: u/cs = 1.000000, n_s/n0 = 0.500000, drop = 0.693147 kTe/e
prop. to n: u/cs = 1.000000, n_s/n0 = 0.500000, drop = 0.693147 kTe/e
wall-weighted: u/cs = 1.000000, n_s/n0 = 0.500000, drop = 0.693147 kTe/e
edge flux = 0.5000 n0 cs
half-width for source nu*n = 0.5708 cs/nu
speed half-way to the edge = 0.3030 cs
drop half-way to the edge = 0.0878 kTe/e
mean field work per ion = 0.5708 kTe
directed energy per ion at edge = 0.5000 kTe
n_s/n0 if all ions fell from the centre = 0.6065
KINETIC EDGE (ions keep their own speeds)
drop = 0.8540 kTe/e
n_s/n0 = 0.4257
edge flux = 0.4871 n0 cs
mean ion speed = 1.1443 cs
mean square ion speed = 1.3491 cs^2
ARGON EXAMPLE, inputs (rough typical values)
kTe = 8.0 eV
central density = 1.0e+11 cm^-3
half-width = 5.0 cm
gas pressure = 0.2 mTorr
gas temperature = 400 K
ion-neutral cross-section = 1.0e-14 cm^2
argon mass = 39.95 u
ARGON EXAMPLE, results
Bohm speed = 4.396e+05 cm/s
edge density = 5.00e+10 cm^-3
presheath drop = 5.55 V
directed ion energy at edge = 4.00 eV
ion current density = 3.52 mA/cm^2
ionization frequency needed = 5.02e+04 s^-1
NEGLECTED EFFECTS for the same example
kinetic drop = 6.83 V
kinetic edge density = 4.26e+10 cm^-3
kinetic current density = 3.43 mA/cm^2
gas density = 4.83e+12 cm^-3
ion mean free path = 20.7 cm
half-width / mean free path = 0.241
with drag: n_s/n0 = 0.4858
with drag: drop = 5.78 V
central Debye length = 66.5 um
with Poisson, at u = cs: n_i/n0 = 0.5014
with Poisson, at u = cs: n_e/n0 = 0.4987
with Poisson, at u = cs: drop = 5.57 V
ion birth temperature / Te = 0.0043
fraction of electrons lost at floating wall = 0.0093
```
